# Langmuir Coverage Loss from Small Pulse-to-Pulse Dose Fluctuations

Suppose the thickness of a film grown by atomic layer deposition is predicted by inserting the mean precursor dose into the saturation curve for steady doses. If the dose varies from pulse to pulse and this curve bends downward over the range of doses, the prediction is too high on average. A weak pulse then loses more coverage than an equally strong excess pulse gains. The expected deficit is positive and grows in proportion to the number of cycles, so averaging over more cycles does not remove it. In the alumina example below, where doses vary independently from pulse to pulse, a film of 1000 cycles falls short by about 0.30 nm on average, while its random thickness scatter is about 0.08 nm.

## Setting and assumptions

A cycle consists of a precursor pulse, a purge, a regenerating pulse of the second reactant, and another purge. The assumptions are:

1. Each precursor pulse meets a fully regenerated surface.
2. The sites are identical and independent, and each takes up one precursor molecule irreversibly.
3. A molecule striking an empty site reacts with a fixed probability $S$. One striking an occupied site returns to the gas.
4. The gas at the surface has a prescribed pressure $P(t)$ and a constant temperature $T$.

Let $N_s$ be the number of sites per area, $u$ the uncovered fraction and $\theta=1-u$ the coverage. The formulas hold in any consistent units; in atomic units $k_BT$ is an energy in hartree.

**Lemma 1 (coverage and dose).** With molecular mass $M$, define the dimensionless dose of a pulse by

$$X=\int \frac{S F(t)}{N_s}\,dt,\qquad F=\frac{P}{\sqrt{2\pi Mk_BT}} .$$

Then the coverage after the pulse is $\theta=1-e^{-X}$, whatever the pulse shape.

*Proof.* Let $n=P/k_BT$ be the gas density and $w$ the velocity component towards the wafer. The Maxwell distribution gives the flux

$$F=n\int_0^\infty w\sqrt{\frac{M}{2\pi k_BT}}\,e^{-Mw^2/2k_BT}\,dw
=n\sqrt{\frac{M}{2\pi k_BT}}\;\frac{k_BT}{M}
=\frac{P}{\sqrt{2\pi Mk_BT}} .$$

Uptake needs an empty site, so $N_s\,du/dt=-SFu$. Let $X(t)$ be the dose accumulated up to time $t$, so that $dX/dt=SF/N_s$. Then

$$\frac{d}{dt}\left(u e^{X}\right)=e^{X}\left(\frac{du}{dt}+u\frac{dX}{dt}\right)=0 .$$

Since $u=1$ at $X=0$, it follows that $u=e^{-X}$. ∎

## The result

Write $X=x+d$, where $x=\langle X\rangle$, $\langle d\rangle=0$ and $v=\langle d^2\rangle$. Angle brackets denote the average over pulses. Define the coverage loss as the coverage at the steady dose $x$ minus the mean coverage:

$$L=(1-e^{-x})-\langle 1-e^{-X}\rangle=e^{-x}\left(\langle e^{-d}\rangle-1\right).$$

A positive $L$ means that fluctuations lower the coverage.

**Lemma 2 (weight of a deviation).** The function

$$h(d)=2\int_0^1(1-y)e^{-yd}\,dy$$

is positive and decreasing, satisfies $h(0)=1$, and obeys

$$e^{-d}=1-d+\tfrac12 d^2h(d).$$

*Proof.* For $d\neq0$, integration by parts gives

$$\int_0^1(1-y)e^{-yd}dy=\left[-\frac{(1-y)e^{-yd}}{d}\right]_0^1-\frac1d\int_0^1e^{-yd}dy
=\frac1d-\frac{1-e^{-d}}{d^2}.$$

Multiplication by $d^2$ gives $d-1+e^{-d}$, which is the stated identity; at $d=0$ it is immediate. The integrand is positive for $y<1$, so $h>0$. The derivative $h'(d)=-2\int_0^1y(1-y)e^{-yd}dy$ is negative. Finally, $h(0)=2\int_0^1(1-y)dy=1$. ∎

**Theorem.** Under assumptions 1–4, for any dose distribution with finite variance,

$$L=\tfrac12e^{-x}\langle d^2h(d)\rangle\ge0 .$$

If $v>0$ and all deviations lie between $d_{\min}$ and $d_{\max}$, then

$$h(d_{\max})\le\frac{L}{\tfrac12ve^{-x}}\le h(d_{\min}).$$

Consequently, when all deviations are small compared with one,

$$\boxed{L\approx\frac v2\,e^{-x}} .$$

*Proof.* Average the identity of Lemma 2. The linear term vanishes because $\langle d\rangle=0$, leaving $\langle e^{-d}\rangle-1=\tfrac12\langle d^2h(d)\rangle$. Multiplication by $e^{-x}$ gives the first claim. Division by $\tfrac12ve^{-x}$ gives the ratio $\langle d^2h(d)\rangle/\langle d^2\rangle$. This is an average of $h$ with non-negative weights, so it lies between the smallest and largest values of $h$. As $h$ decreases, these occur at $d_{\max}$ and $d_{\min}$. Both bounds tend to $h(0)=1$ as the deviations shrink. ∎

The factor $e^{-x}$ is the fraction of sites still empty at the steady dose. Fluctuations multiply this fraction by about $1+v/2$.

**Remark 1 (first correction).** Expanding the exponential inside $h$ gives $h(d)=1-d/3+d^2/12-\dots$, so for small bounded deviations

$$\frac{L}{\tfrac12ve^{-x}}=1-\frac{\langle d^3\rangle}{3v}+\frac{\langle d^4\rangle}{12v}-\dots$$

A tail towards weak pulses has $\langle d^3\rangle<0$ and raises the loss above the rule.

**Remark 2 (which mean).** The dose $x$ is the mean of the doses delivered, which may differ from the dose at nominal settings. For rectangular pulses, the dose is proportional to pressure times duration $t$, and $\langle Pt\rangle=\langle P\rangle\langle t\rangle+\mathrm{cov}(P,t)$. A correlation between the two therefore shifts $x$, and that shift must be counted separately from $L$.

## Small variance is not sufficient

**Corollary 1 (missed pulses).** Let a pulse fail completely with probability $p$ and otherwise deliver the dose $x_0$. Then

$$\frac{L}{\tfrac12ve^{-x}}=(1-p)\,h(-x)+p\,h(px_0),\qquad x=(1-p)x_0 .$$

*Proof.* A missed pulse has $d=-x=-(1-p)x_0$, and a delivered one has $d=x_0-x=px_0$. Hence

$$v=p(1-p)^2x_0^2+(1-p)p^2x_0^2=p(1-p)x_0^2 .$$

The missed pulses contribute the fraction $p(1-p)^2x_0^2/v=1-p$ of the variance, and the delivered pulses contribute the rest, $p$. These are the weights in the average of $h$. ∎

As $p\to0$ at fixed $x_0$, the variance vanishes, but the ratio tends to $h(-x_0)=2(e^{x_0}-1-x_0)/x_0^2$, which exceeds one. A small variance alone therefore does not justify the rule; small individual deviations do. With $x_0=2.378$ and $p=1\,\%$, the mean dose is 2.354 and the variance is 0.0560. The loss is 0.00684, which is 2.573 times the rule.

## Reading the result

**Equivalent steady dose.** Define $\Delta$ by $\langle e^{-X}\rangle=e^{-(x-\Delta)}$. The fluctuating process then has the mean coverage of a steady process with dose $x-\Delta$. Since $\langle e^{-X}\rangle\approx e^{-x}(1+v/2)$,

$$\Delta\approx\ln(1+v/2)\approx v/2 .$$

**Fixed relative jitter.** If $c=\sqrt v/x$ is held fixed while the mean dose changes, the rule becomes $L\approx\tfrac12c^2x^2e^{-x}$, with

$$\frac{dL}{dx}=\tfrac12c^2x(2-x)e^{-x}.$$

The loss rises up to $x=2$ and then falls; its maximum is $2c^2e^{-2}$. For $c=2\,\%$ this is $1.083\times10^{-4}$. A direct search over gamma-distributed doses gives the same value, at $x=2.000$. At small $x$ the loss is about $c^2x^2/2$, which is small because the absolute spread of the doses, $cx$, is small. At large $x$ the factor $e^{-x}$ prevails: few sites are empty and the saturation curve is almost flat. The formula also assumes small individual deviations. Even without rare large ones, this fails if $x$ is raised far enough at fixed $c$, because the typical deviation $cx$ grows. With missed pulses it fails even at small $cx$: at fixed $p$ the loss tends to $p$ as the dose grows, instead of falling to zero.

**Loss against scatter.** To first order, the coverage of one cycle deviates by $e^{-x}d$, so its standard deviation is $e^{-x}\sqrt v$. For $N$ independent cycles, variances add and the accumulated deviation is $e^{-x}\sqrt{Nv}$. The accumulated loss is $Nve^{-x}/2$. They are equal when

$$\frac{Nv}{2}=\sqrt{Nv}\quad\Longrightarrow\quad N=\frac4v .$$

In longer runs the systematic loss exceeds one standard deviation of the film. If successive doses are positively correlated, the scatter is larger and the crossing comes later.

## Incomplete regeneration

Now relax assumption 1. Let a fixed fraction $r<1$ of the adsorbed groups survive the regenerating step and keep blocking their sites. The fraction available to the next pulse is $1-r\theta$, so successive coverages obey the cycle map

$$\theta'=1-(1-r\theta)e^{-X}.$$

**Proposition.** Put $q=e^{-x}$. In the steady state, to leading order in small fluctuations, the coverage loss for independent pulses is

$$L_{\rm ind}=\frac v2\,\frac{q(1-r)}{(1-rq)^2}.$$

For a dose that drifts slowly compared with the memory of the map, it is

$$L_{\rm slow}=L_{\rm ind}\,\frac{1+rq}{1-rq}.$$

The loss in molecules added per cycle, per site, is $1-r$ times the coverage loss in both cases.

*Proof.* For independent pulses, $X$ is independent of the preceding $\theta$. With $m=\langle e^{-X}\rangle$, the stationary mean satisfies

$$\bar\theta=1-(1-r\bar\theta)m\quad\Longrightarrow\quad\bar\theta=\frac{1-m}{1-rm}.$$

Its derivative is

$$\frac{d\bar\theta}{dm}=\frac{-(1-rm)+r(1-m)}{(1-rm)^2}=-\frac{1-r}{(1-rm)^2}.$$

Fluctuations raise $m$ from $q$ by $vq/2$, which gives $L_{\rm ind}$.

For slow drift, the coverage follows the fixed point $\theta_*(X)=(1-Q)/(1-rQ)$ with $Q=e^{-X}$. As $dQ/dX=-Q$,

$$\frac{d\theta_*}{dX}=\frac{(1-r)Q}{(1-rQ)^2},$$

$$\frac{d^2\theta_*}{dX^2}=(1-r)\left[-\frac{Q}{(1-rQ)^2}-\frac{2rQ^2}{(1-rQ)^3}\right]
=-(1-r)\frac{Q(1+rQ)}{(1-rQ)^3}.$$

The second-order Taylor term gives a loss of $-\tfrac12v\,d^2\theta_*/dX^2$ at $X=x$, which is $L_{\rm slow}$. Finally, the uptake in a pulse is $\theta'-r\theta$. Its steady mean is $(1-r)\bar\theta$, which supplies the last factor. ∎

For $r=0$ both expressions return to $vq/2$: without memory, the order of the doses has no effect on the mean. A test used $r=0.3$ and two equally likely doses, 0.9 and 1.1. Enumerating all sequences of 14 pulses gave a coverage loss of 0.001629; holding each dose constant in turn gave 0.002035. Both agree with the formulas within 1 %. The difference comes from the correlation between successive doses. Averaging the cycle map gives $\bar\theta=1-m+r\langle\theta e^{-X}\rangle$, where $\theta$ is the coverage before the pulse. For independent pulses the last average is $\bar\theta m$. In slow drift a weak pulse follows other weak pulses, so a large $e^{-X}$ goes with a low $\theta$; this makes the average smaller and lowers $\bar\theta$.

## Worked example: alumina

The parameters are rough values for growth from trimethylaluminium and water on a flat wafer: 473 K, 10 mTorr of precursor, a pulse of 0.10 s, $S=0.005$, a molecular mass of 72.1 u and 4.0 sites per nm². Lemma 1 gives a flux of $1.90\times10^4$ nm⁻² s⁻¹ and

$$x=\frac{0.005\times19022}{4.0}\times0.10=2.378 .$$

The relative jitter is chosen as 10 %, so $v=(0.2378)^2=0.0565$. The uncovered fraction is $e^{-x}=0.09276$, and

$$L\approx\tfrac12(0.0565)(0.09276)=0.00262 .$$

For comparison, take a gamma distribution of doses with the same mean and variance. Its full average gives 0.002618, or 0.9983 times the rule. This close agreement is partly an accident of the chosen dose. The gamma density with shape $1/c^2$ and scale $c^2x$ has $\langle e^{-X}\rangle=(1+c^2x)^{-1/c^2}$, so

$$\Delta=x-\frac{\ln(1+c^2x)}{c^2}=\frac{c^2x^2}{2}-\frac{c^4x^3}{3}+\dots$$

The second term lowers $\Delta$ from 0.0283 to 0.0278. But in $L=e^{-x}(e^\Delta-1)$ the bracket also contains $\Delta^2/2\approx c^4x^4/8\approx0.0004$, which nearly restores the difference. The two corrections cancel at $x=8/3$, which happens to be near the dose used here. Other mean doses and other distributions need not agree so well: if deviations are merely known to lie within $\pm3\sqrt v$, the theorem bounds the ratio between 0.799 and 1.287.

One aluminium atom is added per occupied site. A film of density 3.0 g/cm³ contains 35.4 aluminium atoms per nm³, so full coverage adds $4.0/35.4=0.113$ nm per cycle. The steady dose gives 0.1024 nm per cycle, or 102.4 nm in 1000 cycles. The loss is

$$1000\times0.1129\ \text{nm}\times0.002618\approx0.30\ \text{nm}=3.0\ \text{Å}.$$

This is about 0.3 % of the film. By the leading-order estimate for independent pulses, the loss overtakes one standard deviation of the scatter after $4/v\approx71$ cycles. Detecting it also demands a well-known mean dose: an error of 1 % in $x$ changes the coverage by 0.0022, nearly as much as the fluctuations do. The remaining values are in the numerical output.

## What the model leaves out

If the uncovered fraction is any smooth function $u(X)$, the same Taylor argument gives $L\approx\tfrac12v\,u''(x)$. This permits comparisons at the same $x$ and $v$.

**Gas depletion.** Replace assumption 4 by a well-mixed gas layer of height $H$ and residence time $\tau$. Let $g$ be its precursor density relative to the inlet density $n$, and let $K=SF/N_s$ be evaluated at the inlet pressure. With $g_{\rm in}=1$ during the pulse and zero afterwards,

$$\frac{dg}{dt}=\frac{g_{\rm in}-g}{\tau}-\frac{N_sK}{nH}gu,\qquad \frac{du}{dt}=-Kgu .$$

Integrate the first equation until the gas has left. Since $g$ starts and ends at zero, and $\int Kgu\,dt=1-u$,

$$\int g\,dt=t_p-\frac{\tau N_s}{nH}(1-u),$$

where $t_p$ is the pulse time. The second equation gives $-\ln u=K\int g\,dt$. With inlet dose $x=Kt_p$ and $a=\tau KN_s/(nH)$,

$$\ln u+au=a-x .$$

Differentiation gives $u'=-u/(1+au)$. A second differentiation gives

$$u''=-\frac{u'(1+au)-au\,u'}{(1+au)^2}=\frac{u}{(1+au)^3}.$$

For $H=10$ mm and $\tau=10$ ms, $a=0.466$. The uncovered fraction rises from 0.093 to 0.139, and the fluctuation loss is multiplied by 1.23. This factor depends strongly on the assumed residence time: at the same $H$ and inlet dose it is 1.27 for $\tau=20$ ms, 0.61 for 50 ms and 0.12 for 100 ms, where the supply of precursor limits the uptake and the curve is nearly straight.

**Other kinetics.** Let adsorption consume sites in pairs, with the empty sites randomly mixed. If $N_s$ in the dose counts pairs, that is molecules at saturation, then $du/dX=-u^2$. Then $u=1/(1+X)$ and $L\approx v/(1+x)^3$. The loss is 0.56 times the basic value, although the uncovered fraction itself grows to 0.296. (If $N_s$ counts single sites, each event removes two of them, so $du/dX=-2u^2$ and $u=1/(1+2X)=0.174$; the coverage loss is then about 0.45 times the basic value.) If instead 20 % of the sites react ten times more slowly, the factor is 0.82: the dose spread of these sites is ten times smaller and its variance a hundred times smaller, so they contribute little to the loss.

**Smaller effects.** A water step with a fixed $r=0.0183$ multiplies the growth loss by 0.967 for independent pulses. Jitter of the water dose itself is not a small effect: if $r=e^{-W}$ with a mean water dose $W=4$ and an independent jitter of 10 %, the total growth loss is about 1.43 times the basic value. At fixed pressure, sticking with an activation energy of 0.10 eV and independent temperature deviations of 2 K add 0.7 % to $v$. For an assumed desorption energy of 1.6 eV and attempt rate of $10^{13}$ s⁻¹, a purge of 5 s removes a fraction $4.5\times10^{-4}$ of the adsorbed molecules.

**The real process.** Growth of roughly 0.1 nm per cycle is typical of this chemistry near 473 K, and the assumed site density reproduces this scale; the agreement comes from that input and is not a test of the model. The sticking probability is uncertain and depends on the surface and on coverage; the 10 % jitter is a chosen value, not a valve specification. In the basic model at fixed relative jitter, dosing further into saturation than $x=2.378$ reduces the loss, provided that all individual deviations stay small compared with one. It does not cure the loss from missed pulses. Gas depletion moves the maximum loss to a higher inlet dose, near $x=2.5$ for the gas layer above, so a slightly longer pulse need not help there. Real surfaces also depart from identical, independent sites, and real reactors deplete the gas. For the particular parameters chosen here, these departures move the loss by factors between about 0.56 and 1.23. This range is not a bound: longer residence times or a jittering water dose give factors well outside it. They can move the mean coverage by much more than the fluctuation loss itself, so a quantitative correction should take $u''(x)$ from the saturation curve of the actual reactor. This assumes that each pulse meets a fully regenerated surface; otherwise a curve measured at steady doses gives the loss for slow drift, which exceeds that for independent pulses. Where the gas is depleted progressively along the flow, the curve at a downstream point can bend upward at low dose, and fluctuations then raise the mean coverage there. If the saturation curve was measured on films of many cycles with the same dose jitter, its values already include the loss, which must not be subtracted again.

## Computed results

```
Temperature: 473 K; pressure: 10 mTorr
Pulse time: 0.10 s; sticking probability: 0.005
Precursor mass: 72.1 u
Site density: 4.0 per nm^2
Film density: 3.0 g/cm^3
Aluminium density in film: 35.4 per nm^3
Flux: 19022 per nm^2 per s
Uptake rate constant: 23.78 per s
Mean dose x: 2.378 (dimensionless)
Relative dose deviation c: 10 %
Dose variance v: 0.0565 (dimensionless)
Uncovered fraction exp(-x): 0.09276
Coverage at steady dose: 0.90724
Coverage loss, rule: 0.002622
Coverage loss, full average: 0.002618
Full average / rule: 0.9983
Weight h at d=+3 and -3 deviations: 0.799, 1.287
Equivalent mean-dose reduction: 0.0278; v/2: 0.0283
The same reduction relative to x: 1.17 %
Worst mean dose at 2 % jitter: 2.000
Loss at that dose: 1.083e-04
Growth per cycle at full coverage: 0.1129 nm
Growth per cycle at steady dose: 0.1024 nm
Growth loss per cycle: 0.000295 nm
Film of 1000 cycles, steady dose: 102.40 nm
Film thickness loss: 0.295 nm = 2.95 angstrom
Film thickness scatter (one deviation): 0.080 nm
Coverage scatter of one cycle: 0.02246
Cycles for loss to equal scatter, 4/v: 71
Missed pulses: 1 %; mean dose: 2.354; variance: 0.0560
Missed pulses, coverage loss: 0.00684; loss / rule: 2.573
Memory test: r=0.3, x=1.0, deviation=0.1
Memory test, coverage loss, independent: 0.001629
Memory test, coverage loss, slow drift: 0.002035
Memory test, growth loss, independent: 0.001140
Gas layer: 10 mm; residence time: 10 ms
Depletion parameter a: 0.466; gas renewals needed: 1.78
Depletion, uncovered fraction: 0.13857
Depletion, loss / basic loss: 1.232
Pairwise sites, uncovered fraction: 0.2961
Pairwise sites, loss / basic loss: 0.561
Slow sites: share 0.2, rate factor 0.1
Slow sites, loss / basic loss: 0.817
Water dose: 4.0; surviving fraction r: 0.0183
Incomplete water step, growth-loss factor: 0.9670
Sticking activation: 0.10 eV; temperature deviation: 2 K
Temperature part of dose deviation: 0.83 %
Added variance relative to v: 0.68 %
Desorption: 1.6 eV, 1e+13 per s, purge 5 s
Fraction desorbed in purge: 4.48e-04
Coverage change for 1 % lower mean dose: 0.002232
```
